Effective permittivity of voxelised grains: Fourier iteration and permittivity contrast

Before computing the permittivity of a mixed-phase gate dielectric from a voxel image, one must choose a solver and decide when to stop it. Ten sweeps may suffice when the permittivities differ twofold, and several hundred may be needed when they differ a hundredfold. The contrast sets a guaranteed ceiling on the count, and the residual bounds what further sweeps can still change, which can be compared with a separate estimate of the voxel grid's error.

Permittivities are relative to vacuum. Angle brackets denote the average over the periodic cell, |u|² means ⟨u·u⟩, and the mean field E0 has unit size, so local fields are multiples of the applied one.

**Three voxels by hand**

Take a periodic row of three voxels with permittivities

ε = (4, 1, 1)

and a field along the row. Electrostatics requires D = εE to be the same in every voxel, and the mean of E to be 1. Hence E = D/ε and D(1/4 + 1 + 1)/3 = 1, so

D = 4/3, E = (1/3, 4/3, 4/3).

The effective permittivity is ⟨D⟩/⟨E⟩ = 4/3.

To reach this by iteration, choose a uniform reference permittivity c = (1+4)/2 = 2.5. Let P subtract the mean from a field. In one dimension every zero-mean field is a gradient, so P projects on the allowed corrections. The condition that D be uniform is P(εE) = 0. Repeatedly remove a part of its violation:

E_{n+1} = E_n − P(εE_n)/c.

Start from (1, 1, 1). Then εE = (4, 1, 1) has mean 2, its projection is (2, −1, −1), and division by 2.5 gives

E_1 = (1, 1, 1) − (0.8, −0.4, −0.4) = (0.2, 1.4, 1.4).

Next, εE_1 = (0.8, 1.4, 1.4) has mean 1.2, its projection is (−0.4, 0.2, 0.2), and

E_2 = (0.2, 1.4, 1.4) + (0.16, −0.08, −0.08) = (0.36, 1.32, 1.32).

In the first voxel the errors are 2/3, −2/15 and 2/75. Each sweep multiplies the error by −0.2.

The factor follows from the operator A = PεP acting on zero-mean fields. For v = (−2, 1, 1), εv = (−8, 1, 1) has mean −2, so Av = (−6, 3, 3) = 3v. The eigenvalue is 3, and the error factor is 1 − 3/2.5 = −0.2. The other mode is w = (0, 1, −1), with Aw = w. Its factor would be 1 − 1/2.5 = 0.6, but it never enters: the source (4, 1, 1) has no overlap with it. A worst-case estimate must allow for 0.6, while the actual calculation enjoys 0.2.

**The equation in three dimensions**

Let ε(x) be a symmetric tensor, constant in each voxel, with eigenvalues between a > 0 and b. The contrast is κ = b/a. Write E = E0 + v, where v is a zero-mean gradient. In Fourier space v is parallel to the wavevector k, while div D = 0 requires k·D(k) = 0. Both are expressed through the projector

P(k) = k kᵀ/|k|² for k ≠ 0, P(0) = 0.

Thus Pv = v, PE0 = 0, and the field equation is

PεE = 0.

Fields are sampled at voxel centres. On a grid with an even number of points the highest wave, (−1)^j, has no unique sign of k, so its gradient is left out. P remains an orthogonal projector.

Insert ε = c + (ε − c). Since PE = E − E0,

c(E − E0) + P(ε − c)E = 0,

which gives the Lippmann-Schwinger equation and its iteration:

E_{n+1} = E0 − P(ε − c)E_n/c.

A sweep multiplies by ε − c in real space, transforms, applies P, and transforms back. Because PE_n = E_n − E0, the right side equals E_n − PεE_n/c, the rule used by hand.

**How contrast limits the basic iteration**

Let e_n = E_n − E, a zero-mean gradient. Subtracting the exact equation from the iteration gives

e_{n+1} = e_n − Pεe_n/c = M e_n, M = 1 − A/c.

A is symmetric because P and ε are. For any zero-mean gradient v, ⟨v·Av⟩ = ⟨v·εv⟩, which lies between a|v|² and b|v|². All eigenvalues λ of A therefore lie in [a, b], and

|e_{n+1}| ≤ max(|1 − a/c|, |1 − b/c|) |e_n|.

Both terms are below 1 if c > b/2, which guarantees convergence. As c rises from a to b, 1 − a/c grows and b/c − 1 falls. Their maximum is least where they are equal:

1 − a/c = b/c − 1, so c = (a + b)/2.

The guaranteed factor is then

t = (b − a)/(b + a) = (κ − 1)/(κ + 1).

The residual R_n = PεE_n equals Ae_n, because PεE = 0. As A commutes with M, R_{n+1} = MR_n, and the same factor applies. A relative residual δ is reached after at most

n = ln(1/δ)/ln[(κ+1)/(κ−1)]

sweeps, rounded up. For large κ the denominator tends to 2/κ, so the ceiling grows as (κ/2) ln(1/δ). At infinite contrast t = 1 and this guarantee is lost.

**Conjugate gradients**

The exact field minimises W = ⟨E·εE⟩ over all E = E0 + v, since its variation is 2⟨δv·εE⟩. Conjugate gradients exploit this. Begin with s_0 = −PεE0 and p_0 = s_0, then repeat

α = |s_n|²/⟨p_n·Ap_n⟩
E_{n+1} = E_n + αp_n
s_{n+1} = s_n − αAp_n
β = |s_{n+1}|²/|s_n|²
p_{n+1} = s_{n+1} + βp_n.

In the three-voxel case s_0 = (−2, 1, 1), α = 1/3, and the first update gives (1/3, 4/3, 4/3), the solution.

In general each update minimises W over all directions used so far. Suppose that s_n is orthogonal to the earlier directions and that ⟨p_i·Ap_j⟩ = 0 for i ≠ j up to n. Then s_{n+1} is orthogonal to p_j for j < n, as both of its terms are, and to p_n by the choice of α, since ⟨s_n·p_n⟩ = |s_n|². Thus W is stationary, and being convex it is minimal. Each earlier s_j is a combination of directions, so s_{n+1} is orthogonal to it too. Since Ap_j = (s_j − s_{j+1})/α_j, this makes ⟨s_{n+1}·Ap_j⟩ vanish for j < n and equal −|s_{n+1}|²/α for j = n. The term βp_n cancels the latter, because ⟨p_n·Ap_n⟩ = |s_n|²/α. The assumptions therefore carry over to n + 1.

The directions span s_0, As_0, A²s_0 and so on, so e_n = p(A)e_0, where p is the polynomial of degree n with p(0) = 1 that minimises ⟨e_n·Ae_n⟩. Any other such polynomial gives an upper bound. Take

p(λ) = T_n[(b+a−2λ)/(b−a)]/T_n(z), z = (κ+1)/(κ−1),

with T_n(cos θ) = cos nθ. The numerator is at most 1 in size on [a, b]. For z = (w + 1/w)/2, T_n(z) = (wⁿ + w⁻ⁿ)/2, and here w = (√κ+1)/(√κ−1), because

[(√κ+1)² + (√κ−1)²]/[2(κ−1)] = (κ+1)/(κ−1).

Hence the error, measured by the square root of ⟨e·Ae⟩, falls at least as 2w⁻ⁿ. To pass to residuals, use |Ae_n|² ≤ b⟨e_n·Ae_n⟩ and ⟨e_0·Ae_0⟩ = ⟨R_0·A⁻¹R_0⟩ ≤ |R_0|²/a:

|R_n| ≤ 2√κ [(√κ−1)/(√κ+1)]ⁿ |R_0|.

Since ln w tends to 2/√κ, the ceiling grows as (√κ/2) ln(2√κ/δ).

**Two phases: contrast separated from geometry**

Let the phases be isotropic, with permittivities a and b, and c = (a+b)/2. Then 1 − ε/c is t in the low phase and −t in the high one. Write it as tσ, with σ = ±1. The iteration becomes

E_{n+1} = E0 + tPσE_n.

Subtracting successive iterates gives E_{n+1} − E_n = tPσ(E_n − E_{n−1}). The first step is tPσE0, so

|E_n − E_{n−1}| = tⁿg_n, g_n = |(Pσ)ⁿE0|.

The numbers g_n depend on the grain geometry and the field direction, not on the permittivities. Exchanging the phases reverses σ and leaves every g_n unchanged: high-permittivity grains in a low matrix need as many basic sweeps as the reverse arrangement.

The ratio g_{n+1}/g_n is at most 1, because σ preserves the size of a field and P cannot increase it. Nor does it fall as n grows. With f = PσE0 and the symmetric operator B = PσP, g_n = |Bⁿ⁻¹f|, and for n ≥ 2 the Cauchy-Schwarz inequality gives

g_n² = ⟨Bⁿ⁻²f·Bⁿf⟩ ≤ g_{n−1}g_{n+1}.

Later sweeps are thus never more effective than the first ones, and extrapolating the early rate can underestimate the work.

The silent mode of the small example also generalises. If a zero-mean gradient v vanishes outside phase i, then εv = ε_i v and Av = ε_i v. Its overlap with the source is ⟨v·εE0⟩ = ε_i⟨v⟩·E0 = 0. On an odd grid of N³ voxels there are N³ − 1 independent gradients. Requiring them to vanish on N_b voxels imposes 3N_b conditions, leaving at least N³ − 1 − 3N_b silent modes. On a 7³ grid with permittivities 1 and 10 and 51 high voxels this gives 342 − 153 = 189. Diagonalisation found 189. The excited eigenvalues ran from 1.13 to 8.01, counting modes above 10⁻¹⁰ of the total source weight. With c = 5.5 the slowest excited factor is 1 − 1.13/5.5 = 0.80, close to the guaranteed 0.82. Silence can remove many modes and still improve the final rate little.

**When to stop**

There are two natural estimates of the effective permittivity along E0: the energy ⟨E_n·εE_n⟩ and the flux ⟨E0·εE_n⟩. They agree for the exact field. For an iterate,

⟨E_n·εE_n⟩ = ε_eff + 2⟨e_n·εE⟩ + ⟨e_n·εe_n⟩.

The middle term vanishes because e_n is a gradient and PεE = 0. The energy estimate therefore approaches the grid's answer from above, with an error quadratic in e_n. As e_n = A⁻¹R_n,

0 ≤ ⟨E_n·εE_n⟩ − ε_eff ≤ |R_n|²/a.

The right side is computable without knowing the answer. For the flux, use E0 = E + e_0 and ⟨E·εe_m⟩ = 0, so its error is ⟨e_0·Ae_m⟩ = ⟨e_0·AMᵐe_0⟩. The energy error is ⟨e_0·AM²ⁿe_0⟩. In the basic iteration the energy after n sweeps thus equals the flux after 2n. By hand, the energy of E_1 is (0.16 + 1.96 + 1.96)/3 = 1.36, and the flux of E_2 is (1.44 + 1.32 + 1.32)/3 = 1.36.

At weak contrast a single sweep gives the flux correctly to second order in the variation of ε, since its error ⟨e_0·AMe_0⟩ is of third order. Its flux is ⟨E0·εE0⟩ − |PεE0|²/c. For isotropic phases in a statistically isotropic structure, the average of (k_z/|k|)² is 1/3, so the correction is minus one third of the variance of ε, divided by c.

**A hafnium silicate film**

Consider a periodic cube of edge 6 nm with 24 Voronoi grains, 12 of permittivity 20 and 12 of permittivity 4. The high phase fills 53.4 % of the volume. The image has 21³ voxels of 0.286 nm. Here κ = 5, c = 12 and t = 16/24 = 0.667.

For a field along z, the arithmetic mean of ε is 12.54 and g_1 = 0.558. Since |PεE0| = ctg_1 = 4.46, one sweep gives 12.54 − 4.46²/12 = 10.88. The converged value is 10.68, so one sweep is 1.9 % high. After four sweeps the energy estimate is high by 0.0023, or 0.02 %, within its guaranteed bound of 0.0046. The flux is still high by 0.037, or 0.35 %.

The grid error is separate. Dividing each voxel into 27, with the geometry fixed, changes the value from 10.68 to 10.67. A finite-volume calculation, which balances fluxes through voxel faces, moves from 10.40 to 10.60. The remaining gap of 0.6 % suggests the size of the grid uncertainty but does not bound it. Voxelising the Voronoi grains afresh on the 63³ grid, instead of subdividing the coarse voxels, gives 10.69 and 10.60, a gap of 0.9 %. Four basic sweeps with the energy estimate are already more accurate than that.

A continuum result gives another measure. In two dimensions, rotating D by 90° produces a curl-free field, and rotating E a divergence-free one. Taking E' = rotated D and D' = ab times rotated E gives D' = (ab/ε)E', a medium with its phases exchanged. Where the effective permittivity is isotropic, the exchanged medium has ab/ε_eff. A checkerboard is unchanged by exchange apart from a shift, so ε_eff = √(ab). For a 4:1 checkerboard the calculated excess over this value is 0.42 %, 0.038 % and 0.0032 % at 16, 64 and 256 voxels per side.

Now keep the grains, the 21³ grid and a relative residual of 10⁻⁶ fixed, and vary the contrast. Each pair gives the count and its ceiling:

κ: basic; conjugate gradients
2: 10, 13; 8, 9
5: 26, 35; 14, 16
20: 95, 139; 29, 36
80: 353, 553; 55, 75
320: 1305, 2211; 105, 156

Between κ = 80 and 320 the basic count grows as κ^0.94 and the conjugate-gradient count as κ^0.47, near the powers 1 and 1/2 of the ceilings. On the finer grid at κ = 5 the counts are 25 and 14, so refinement adds cost per sweep but no sweeps here.

The basic counts lie below their ceilings mainly because of the early sweeps. The ratio g_2/g_1 is 0.46, g_20/g_19 is 0.96, and the last ratio at κ = 320 is 0.9996. In that run t¹³⁰⁵ = (319/321)¹³⁰⁵ ≈ 2.9 × 10⁻⁴, so geometry supplied the remaining factor of about 0.0035. By the end the convergence is almost as slow as the bound permits.

For this structure, the basic iteration is adequate at κ = 5. At κ = 320 conjugate gradients need one twelfth of the updates, at the price of storing a few more fields.

**What the number means for a device**

Since W is stationary, a small change of ε_i alters ε_eff only through its explicit appearance:

∂ε_eff/∂ε_i = mean of the local E·E over the cell, counting phase i alone.

The values are 0.368 for the high phase and 0.829 for the low one. Raising the high permittivity by 10 %, from 20 to 22, adds, to first order, about 0.74, or 7 %, to the result. The input data therefore matter far more than the last digits of the iteration.

The parameters represent phase-separated hafnium silicate, with rough permittivities for its hafnia-rich and silica-rich parts. A 6 nm film is thick for a scaled logic transistor, and Voronoi grains idealise the real morphology. The calculated equivalent oxide thickness is 6 × 3.9/10.67 = 2.19 nm. A stack on silicon may also contain a silica-like interlayer; if the equivalent thicknesses are simply added, 0.5 nm of it raises the total to 2.69 nm, or by 23 %, the largest correction found here.

Other omissions change the permittivity itself. Eight other cells give a mean of 10.0 with a standard deviation of 0.6, their high-phase fractions ranging from 0.47 to 0.53. One small cell therefore does not represent a large film to better than several percent. Smoothing each interface over neighbouring voxels, 0.29 nm apart, raises the value by 5.7 %; a narrower smoothing raises it less. This smoothing averages ε arithmetically, so it preserves the mean of ε and reduces its variance, which at weak contrast raises ε_eff. The sign depends on that mixing rule: the same smoothing applied to ln ε lowers the value by 3.7 %, and applied to 1/ε by 12.8 %. How a real intermixed layer behaves is not settled here. In one random draw of orientations, high-phase grains with permittivity 16 along one axis and 22 across it lower the directional mean by 1.1 %; with so few grains, the size and even the sign of this shift depend on the draw. Warming by 60 K, with an assumed coefficient of 10⁻⁴ per kelvin in the high phase, adds 0.4 %.

Electrodes can be treated by the same solver. Join the film to its mirror image in z. If U is the total potential, −U(x, y, −z) satisfies the same equation with the same mean field, so it equals U up to a constant. U is then constant on the mirror plane, and likewise on the other film face. Both act as electrodes. With the electrodes on the faces of this cell the permittivity rises by 2.0 %, to 10.89. The shift depends on where the grains are cut: seven positions of the cut in the same cell give rises from 0.6 % to 4.0 %.

With 1 V across the film alone, ignoring any interlayer, the mean field is 1.67 MV/cm. In the low phase of the periodic cell, without electrodes, the average magnitude of the local field is 2.16 MV/cm, and 99 % of its voxels lie below 3.7 MV/cm, about 37 % of a rough silica strength of 10 MV/cm. This does not establish reliability: the highest fields at sharp corners depend on the grid, and defects are absent.

Leakage can also redistribute the field. For direct tunnelling along an all-hafnia path, with an assumed barrier of 1.5 eV, mass of 0.15 electron masses and attempt rate of 10¹³ per second, the WKB transmission is 6 × 10⁻¹¹. The product is a leak rate of about 600 per second. Only 18 of the 441 voxel columns along z lie wholly in the high phase, and electrons tunnelling directly between the electrodes leave little charge at grain boundaries, so this rate is a rough stand-in for internal charge relaxation, not a calculation of it. If the stored charge is assumed to relax at this rate, the purely dielectric calculation applies at angular frequencies well above it, but below those of the lattice vibrations that contribute to the permittivities. Trap-assisted conduction would raise the lower limit. The use of bulk permittivities in grains about 2 nm wide remains an assumption whose error is not estimated here. The remaining values are in the numerical output.

Table of computed values

```
small grid: gradient modes 342, silent 189, guaranteed silent 189
small grid: phases 1 and 10, excited eigenvalues 1.1257 to 8.0146
small grid: effective permittivity, dense 1.432931
checkerboard 4:1, relative error at 16, 64, 256 voxels per side: 4.17e-03, 3.84e-04, 3.22e-05
cell edge 6.0 nm, grains 24, voxels per edge 21, voxel 0.286 nm
equal-volume cube edge of a grain 2.08 nm
permittivities 20.0 and 4.0, contrast 5.0, high-phase volume fraction 0.5337
reference permittivity 12.0, contrast parameter t 0.6667
effective permittivity x, y, z (21 grid): 10.7977, 10.3658, 10.6759
largest off-diagonal element (21 grid) 0.2637
series bound 6.9807, parallel bound 12.5399
z value: Fourier 21 grid 10.6759, 63 grid 10.6656
z value: finite volume 21 grid 10.4004, 63 grid 10.6042
relative gap of the two methods on 63 grid -0.58 %
after 4 sweeps: energy estimate 10.678201, flux estimate 10.713090
after 4 sweeps: energy error 2.255e-03, guaranteed bound 4.622e-03
after 4 sweeps: flux error 3.714e-02
geometric factors g1, g2, g5, g10, g20: 0.55783, 0.25455, 0.08604, 0.03544, 0.01821
ratios g2/g1 0.4563, g20/g19 0.9619, last at contrast 320 0.9996
relative residual tolerance 1e-06
contrast | eff/low | basic | basic bound | CG | CG bound
       2 |  1.4805 |    10 |    13 |   8 |   9
       5 |  2.6690 |    26 |    35 |  14 |  16
      20 |  7.6826 |    95 |   139 |  29 |  36
      80 | 26.4054 |   353 |   553 |  55 |  75
     320 | 99.7958 |  1305 |  2211 | 105 | 156
growth exponent of counts, contrast 80 to 320: basic 0.943, CG 0.466
contrast 5 on 63 grid: basic 25, CG 14 updates
sensitivity to high phase 0.3679, low 0.8292
film with electrodes (21 grid) 10.8862, shift 1.97 %
8 other cells: mean 9.984, standard deviation 0.609
8 other cells: high-phase fraction 0.466 to 0.531
grain anisotropy 16 along, 22 across: direction-mean shift -1.06 %
diffuse interfaces: z value 11.2860, shift 5.71 %
warming 60 K at 1e-04 per K in high phase: shift 0.41 %
equivalent oxide thickness 2.194 nm (SiO2 3.9), with 0.5 nm interlayer 2.694 nm
bias 1.0 V, mean field 1.667 MV/cm
low phase: mean local field 2.161 MV/cm (63 grid)
low phase: 99th percentile 3.615 (21 grid), 3.700 MV/cm (63 grid)
rough silica breakdown strength 10 MV/cm, 99th percentile share 37.0 %
tunnelling inputs: barrier 1.5 eV, mass 0.15 m_e, attempt rate 1e+13 1/s
WKB transmission 5.92e-11, leak rate 5.92e+02 1/s, current 9.32e-04 A/cm2
```
